**Four acoustic branches of a free tube and the square-root heat capacity**

A tension-free tube has two linear branches, ω = v|q| (stretch and twist), and two quadratic bending branches, ω = αq², so its heat capacity per length at low temperature is C/L = A√T + BT + O(T^{3/2}). Here q is the wave number, v a sound speed, α the square root of bending stiffness over mass per length, and A and B collect the bending and the linear branches. The program builds a tube of six-atom rings joined by central springs and asserts that it has four zero modes at q = 0, while a finite free tube has six. It asserts that the small-q frequencies agree with stiffnesses obtained from static deformation, also for a tube with random springs in which stretch, twist and bending are coupled. It further asserts that the tilt of the cross-section follows the slope of the axis in a bending wave, and that tension makes the bending branches linear. The heat capacity integrated over all 18 branches is compared with the two-term law at 0.1 K, and the first correction is asserted to scale close to T^{3/2}. The output shows 510 k_B/µm at 1 K against 503 k_B/µm from the two-term law, with bending supplying 87% of the latter.

## Numerical check

```python
"""Acoustic branches and low-temperature heat capacity of a free tube.

Result under test: a tension-free tube has four acoustic branches, two with
omega = v q (stretch, twist) and two with omega = alpha q^2 (bending), and
C/L = A sqrt(T) + B T + O(T^1.5), where
A = 3 zeta(3/2)/(8 sqrt(pi)) kB sqrt(kB/hbar) * sum over bending alpha^-0.5,
B = pi kB^2/(3 hbar) * sum over linear branches 1/v.
Model: rings of six atoms (hexagon side a, ring spacing a), central springs k
at rest length, atomic mass m. Lattice work uses units k = m = a = 1.
Frequencies are singular values of the matrix that maps atomic displacements
to spring extensions, which keeps very small frequencies accurate.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh
from scipy.optimize import brentq
from scipy.special import gamma, zeta

n_ring = 6
angles = 2 * np.pi * np.arange(n_ring) / n_ring
ring = np.column_stack([np.cos(angles), np.sin(angles), np.zeros(n_ring)])
z_hat = np.array([0.0, 0.0, 1.0])


def make_springs():
    """List of (atom i, atom j, ring offset of j, unit direction, stiffness)."""
    pairs = [(i, j, 0) for i in range(n_ring) for j in range(i + 1, n_ring)]
    for i in range(n_ring):
        for step in (0, 1, -1):
            pairs.append((i, (i + step) % n_ring, 1))
    springs = []
    for i, j, offset in pairs:
        bond = ring[j] + offset * z_hat - ring[i]
        springs.append((i, j, offset, bond / np.linalg.norm(bond), 1.0))
    return springs


def extension_matrix(springs, q_values):
    q_values = np.atleast_1d(q_values)
    matrix = np.zeros((len(q_values), len(springs), 3 * n_ring), complex)
    for b, (i, j, offset, direction, stiffness) in enumerate(springs):
        row = np.sqrt(stiffness) * direction
        phase = np.exp(1j * q_values * offset)
        matrix[:, b, 3 * j:3 * j + 3] += phase[:, None] * row
        matrix[:, b, 3 * i:3 * i + 3] -= row
    return matrix


def branches(springs, q_values):
    values = np.linalg.svd(extension_matrix(springs, q_values), compute_uv=False)
    return np.sort(values, axis=1)


def strain_fields(r):
    """Displacements for unit stretch, twist and the two unit curvatures."""
    x, y, z = r
    return np.array([[0, 0, z], [-y * z, x * z, 0],
                     [z * z / 2, 0, -x * z], [0, z * z / 2, -y * z]])


def static_stiffness(springs):
    """Energy per length, minimized over displacements inside the cell."""
    imposed = []
    for i, j, offset, direction, stiffness in springs:
        difference = strain_fields(ring[j] + offset * z_hat) - strain_fields(ring[i])
        imposed.append(np.sqrt(stiffness) * difference @ direction)
    imposed = np.array(imposed)
    internal = extension_matrix(springs, 0.0)[0].real
    relaxation = np.linalg.lstsq(internal, imposed, rcond=1e-10)[0]
    remaining = imposed - internal @ relaxation
    return remaining.T @ remaining


springs = make_springs()
line_mass = float(n_ring)
line_inertia = np.sum(ring**2)

# Zero modes of the periodic tube: three translations and the axial rotation.
matrix_zero = extension_matrix(springs, 0.0)[0].real
zero_count = int(np.sum(branches(springs, 0.0)[0] < 1e-10))
assert zero_count == 4
rigid = [np.tile(axis, n_ring) for axis in np.eye(3)]
rigid.append(np.cross(z_hat, ring).ravel())
assert np.linalg.matrix_rank(np.array(rigid)) == 4
for motion in rigid:
    assert np.linalg.norm(matrix_zero @ motion) < 1e-12

# A uniform tilt of the sections without a slope of the axis is gapped.
tilt = np.outer(ring[:, 0], z_hat).ravel()
tilt_force = matrix_zero.T @ matrix_zero @ tilt
tilt_omega = np.sqrt(tilt @ tilt_force / (tilt @ tilt))
assert np.allclose(tilt_force, tilt_omega**2 * tilt, atol=1e-12)
assert abs(tilt_omega - 1) < 1e-12

# Static stiffnesses against the results of minimization by hand.
stiff = static_stiffness(springs)
assert np.allclose(stiff, np.diag([78 / 7, 4.5, 4.5, 4.5]), atol=1e-10)
v_stretch, v_twist = np.sqrt(13 / 7), np.sqrt(3 / 4)
alpha = np.sqrt(3 / 4)

# Small-q branches of the lattice against the hand formulas, and their powers.
q_small = 0.01
low = branches(springs, [q_small, 2 * q_small])[:, :4]
expected = [alpha * q_small**2] * 2 + [v_twist * q_small, v_stretch * q_small]
assert np.allclose(low[0], expected, rtol=1e-3, atol=0)
powers = np.log2(low[1] / low[0])
assert np.allclose(powers, [2, 2, 1, 1], atol=2e-3)

# In a bending wave the tilt of the section follows the slope of the axis.
_, _, vh = np.linalg.svd(extension_matrix(springs, q_small)[0])
mode = vh[-1].conj().reshape(n_ring, 3)
mean_shift = mode.mean(axis=0)
locked = -1j * q_small * (ring[:, :2] @ mean_shift[:2])
lock_error = np.linalg.norm(mode[:, 2] - locked) / np.linalg.norm(locked)
assert lock_error < 1e-3

# Random springs: chiral and unsymmetrical, with all strains coupled.
rng = np.random.default_rng(4)
uneven = [s[:4] + (rng.uniform(0.3, 1.7),) for s in springs]
s_full = static_stiffness(uneven)
assert abs(s_full[0, 1]) > 1e-3 and np.max(np.abs(s_full[:2, 2:])) > 1e-3
s_aa, s_ab, s_bb = s_full[:2, :2], s_full[:2, 2:], s_full[2:, 2:]
speeds = np.sqrt(eigh(s_aa, np.diag([line_mass, line_inertia]), eigvals_only=True))
relaxed = s_bb - s_ab.T @ np.linalg.solve(s_aa, s_ab)
bend_alphas = np.sqrt(np.linalg.eigvalsh(relaxed) / line_mass)
low_uneven = branches(uneven, q_small)[0, :4]
predicted = np.concatenate([bend_alphas * q_small**2, speeds * q_small])
assert np.allclose(low_uneven, predicted, rtol=2e-3, atol=0)

# Finite free tube: six zero modes, then the first bending pair.
n_rings = 60
rows = []
for layer in range(n_rings):
    for i, j, offset, direction, stiffness in springs:
        if layer + offset < n_rings:
            row = np.zeros(3 * n_ring * n_rings)
            at_j = 3 * (n_ring * (layer + offset) + j)
            at_i = 3 * (n_ring * layer + i)
            row[at_j:at_j + 3] = direction
            row[at_i:at_i + 3] = -direction
            rows.append(row)
rows = np.array(rows)
squares = np.linalg.eigvalsh(rows.T @ rows)
finite_zero_count = int(np.sum(squares < 1e-9))
assert finite_zero_count == 6
beam_root = brentq(lambda s: np.cos(s) - 1 / np.cosh(s), 4, 5)
finite_omega = np.sqrt(squares[6:8])
beam_omega = alpha * (beam_root / n_rings)**2
assert np.allclose(finite_omega, beam_omega, rtol=0.03, atol=0)

# Physical scales.
kB, hbar = const.k, const.hbar
mass, spring_k, a = 50 * const.atomic_mass, 20.0, 0.25e-9
omega_0 = np.sqrt(spring_k / mass)
mu = line_mass * mass / a
bend_D = 4.5 * spring_k * a**3
vL, vT = v_stretch * a * omega_0, v_twist * a * omega_0
alpha_SI = alpha * a**2 * omega_0

# Tension: the pulled vertical bonds resist sideways differences.
tension = 0.1e-9
tension_red = tension / (spring_k * a)
pulled = list(springs)
for i in range(n_ring):
    for axis in np.eye(3)[:2]:
        pulled.append((i, i, 1, axis, tension_red / n_ring))
v_string = np.sqrt(tension / mu)
q_soft = 1e-3
pulled_low = branches(pulled, [q_soft, 0.1])[:, :2]
assert np.allclose(pulled_low[0] * a * omega_0 / q_soft, v_string, rtol=1e-3)
mixed = np.sqrt(tension_red / 6 * 0.1**2 + 0.75 * 0.1**4)
assert np.allclose(pulled_low[1], mixed, rtol=0.02)

# Heat capacity by integration over the zone, all branches included.
nodes, weights = np.polynomial.legendre.leggauss(600)
s_nodes, s_weights = (nodes + 1) / 2, weights / 2
q_grid = np.pi * s_nodes**3
q_weights = 3 * np.pi * s_nodes**2 * s_weights
free_omega = branches(springs, q_grid)
pulled_omega = branches(pulled, q_grid)


def heat_capacity(omega, temperature):
    half = np.clip(hbar * omega_0 * omega / (2 * kB * temperature), 1e-12, 300)
    per_mode = (half / np.sinh(half))**2
    return kB * np.sum(q_weights[:, None] * per_mode) / (np.pi * a)


for power in (1.5, 2.0):
    integral = quad(lambda x: x**power / (4 * np.sinh(x / 2)**2), 0, 100)[0]
    assert abs(integral / (gamma(power + 1) * zeta(power)) - 1) < 1e-6

A = 2 * 3 * zeta(1.5) / (8 * np.sqrt(np.pi)) * kB * np.sqrt(kB / (hbar * alpha_SI))
B = np.pi * kB**2 / (3 * hbar) * (1 / vL + 1 / vT)


def low_T_law(temperature):
    return A * np.sqrt(temperature) + B * temperature


assert abs(heat_capacity(free_omega, 0.1) / low_T_law(0.1) - 1) < 5e-3
rest = [heat_capacity(free_omega, T) - low_T_law(T) for T in (0.25, 0.5)]
rest_power = np.log2(rest[1] / rest[0])
assert abs(rest_power - 1.5) < 0.1

# Under tension the coldest law is linear in T.
T_cold = 0.005
string_law = np.pi * kB**2 * T_cold / (3 * hbar) * (2 / v_string + 1 / vL + 1 / vT)
pulled_C = heat_capacity(pulled_omega, T_cold)
assert abs(pulled_C / string_law - 1) < 5e-3

gap_K = hbar * omega_0 * free_omega[:, 4:].min() / kB
gap_zero_K = hbar * omega_0 * branches(springs, 0.0)[0, 4] / kB
fifth_low = branches(springs, np.linspace(0, np.pi, 400))[:, 4].min()
assert fifth_low > 0.1
T_equal = (A / B)**2
T_tension = hbar * tension / (kB * np.sqrt(mu * bend_D))
length = 1e-6
T_length = hbar * alpha_SI * (beam_root / length)**2 / kB
unit = kB / 1e-6

print(f"atomic mass m = {mass / const.atomic_mass:.1f} u")
print(f"spring constant k = {spring_k:.1f} N/m")
print(f"ring spacing and hexagon side a = {a * 1e9:.2f} nm")
print(f"mass per length mu = {mu:.4e} kg/m")
print(f"stretch stiffness Y = {stiff[0, 0] * spring_k * a:.4e} N")
print(f"twist stiffness = {stiff[1, 1] * spring_k * a**3:.4e} N m^2")
print(f"bending stiffness D = {bend_D:.4e} N m^2")
print(f"zero modes at q=0, infinite tube = {zero_count}")
print(f"zero modes, finite free tube of {n_rings} rings = {finite_zero_count}")
print(f"first bending frequency, lattice/beam = {finite_omega[0] / beam_omega:.4f}")
print("powers of q, four lowest branches =", np.round(powers, 4))
print(f"relative error of tilt = slope at qa=0.01: {lock_error:.1e}")
print(f"stretch speed v_L = {vL:.1f} m/s")
print(f"twist speed v_T = {vT:.1f} m/s")
print(f"bending coefficient alpha = {alpha_SI:.4e} m^2/s")
print(f"tilt mode hbar omega/kB = {hbar * omega_0 * tilt_omega / kB:.1f} K")
print(f"lowest gapped mode at q=0 = {gap_zero_K:.1f} K")
print(f"minimum of fifth branch over zone = {gap_K:.1f} K")
print("uneven tube: speeds/(a sqrt(k/m)) =", np.round(speeds, 4))
print("uneven tube: alphas/(a^2 sqrt(k/m)) =", np.round(bend_alphas, 4))
print("uneven tube: lattice/predicted =", np.round(low_uneven / predicted, 5))
print(f"A = {A / unit:.3f} kB/(um K^0.5)")
print(f"B = {B / unit:.3f} kB/(um K)")
print("T (K) | C/L lattice, A sqrt(T)+B T (kB/um) | bending share | exponent")
for T in (0.01, 0.1, 1.0, 5.0, 10.0):
    C = heat_capacity(free_omega, T)
    slope = np.log(heat_capacity(free_omega, 1.01 * T)
                   / heat_capacity(free_omega, T / 1.01)) / (2 * np.log(1.01))
    share = A * np.sqrt(T) / low_T_law(T)
    print(f"{T:5.2f} | {C / unit:.3f}, {low_T_law(T) / unit:.3f}"
          f" | {share:.4f} | {slope:.4f}")
print(f"C/L at 1 K, lattice = {heat_capacity(free_omega, 1.0):.4e} J/(K m)")
print(f"power of first correction to the law = {rest_power:.3f}")
print(f"T where A sqrt(T) = B T (extrapolated) = {T_equal:.1f} K")
print(f"tension F = {tension * 1e9:.2f} nN")
print(f"string speed sqrt(F/mu) = {v_string:.1f} m/s")
print(f"tension crossover temperature = {T_tension:.3f} K")
print(f"stretched tube at {T_cold} K: C/L = {pulled_C / unit:.4f} kB/um")
print(f"stretched tube, linear law = {string_law / unit:.4f} kB/um")
free_cold = heat_capacity(free_omega, T_cold)
print(f"free tube at {T_cold} K: C/L = {free_cold / unit:.4f} kB/um")
print(f"first root of cos(s) cosh(s) = 1: {beam_root:.4f}")
print(f"first bending level, 1 um free tube = {T_length * 1e3:.4f} mK")
print(f"persistence length D/(kB T) at 1 K = {bend_D / kB * 1e6:.1f} um")
print("all tests passed")
```

Running it gives:

```
atomic mass m = 50.0 u
spring constant k = 20.0 N/m
ring spacing and hexagon side a = 0.25 nm
mass per length mu = 1.9926e-15 kg/m
stretch stiffness Y = 5.5714e-08 N
twist stiffness = 1.4063e-27 N m^2
bending stiffness D = 1.4063e-27 N m^2
zero modes at q=0, infinite tube = 4
zero modes, finite free tube of 60 rings = 6
first bending frequency, lattice/beam = 0.9950
powers of q, four lowest branches = [1.9996 1.9996 1.     1.    ]
relative error of tilt = slope at qa=0.01: 1.3e-04
stretch speed v_L = 5287.7 m/s
twist speed v_T = 3360.3 m/s
bending coefficient alpha = 8.4007e-07 m^2/s
tilt mode hbar omega/kB = 118.5 K
lowest gapped mode at q=0 = 118.5 K
minimum of fifth branch over zone = 118.5 K
uneven tube: speeds/(a sqrt(k/m)) = [0.8845 1.4216]
uneven tube: alphas/(a^2 sqrt(k/m)) = [0.8811 0.932 ]
uneven tube: lattice/predicted = [0.99991 0.9999  1.      0.99999]
A = 436.383 kB/(um K^0.5)
B = 66.728 kB/(um K)
T (K) | C/L lattice, A sqrt(T)+B T (kB/um) | bending share | exponent
 0.01 | 44.313, 44.306 | 0.9849 | 0.5077
 0.10 | 144.892, 144.669 | 0.9539 | 0.5246
 1.00 | 510.141, 503.110 | 0.8674 | 0.5792
 5.00 | 1388.286, 1309.420 | 0.7452 | 0.6779
10.00 | 2279.729, 2047.242 | 0.6741 | 0.7654
C/L at 1 K, lattice = 7.0433e-15 J/(K m)
power of first correction to the law = 1.499
T where A sqrt(T) = B T (extrapolated) = 42.8 K
tension F = 0.10 nN
string speed sqrt(F/mu) = 224.0 m/s
tension crossover temperature = 0.456 K
stretched tube at 0.005 K: C/L = 6.4446 kB/um
stretched tube, linear law = 6.4536 kB/um
free tube at 0.005 K: C/L = 31.1930 kB/um
first root of cos(s) cosh(s) = 1: 4.7300
first bending level, 1 um free tube = 0.1436 mK
persistence length D/(kB T) at 1 K = 101.9 um
all tests passed
```
